# The Dirac Propagator as Two Time-Ordered Graphs: a program that tests the result

```python
# Result under test: the Dirac propagator
#   S(p0,p) = (g0 p0 - c g.p + m c^2) / (p0^2 - E^2 + i0)
# equals
#   [ sum u(p)ubar(p)/(p0-E+i0) + sum v(-p)vbar(-p)/(p0+E-i0) ] / (2E),
# and the two terms are the two time-ordered graphs of old-fashioned
# perturbation theory (intermediate electron; intermediate pair).
# Symbols: p0 energy variable, p momentum, E = sqrt(c^2 p^2 + m^2 c^4),
# g0, g Dirac matrices, u and v spinors with u^dag u = v^dag v = 2E.
# Atomic units inside (m = 1, c = 1/fine-structure constant).
from functools import reduce
import numpy as np
from scipy import constants as sc

c = 1 / sc.fine_structure
mc2 = c**2
EV = sc.physical_constants["Hartree energy in eV"][0]
HBARC = sc.hbar * sc.c / sc.e * 1e10          # eV angstrom

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
zero2, one2, one4 = np.zeros((2, 2)), np.eye(2), np.eye(4)
g0 = np.diag([1, 1, -1, -1]).astype(complex)
alpha = np.array([np.block([[zero2, s], [s, zero2]]) for s in sigma])
spin_y = np.array([[1, 1], [1j, -1j]]) / np.sqrt(2)   # columns: up, down along y


def dot(vector, matrices):
    return np.tensordot(np.asarray(vector, dtype=float), matrices, axes=1)


def dag(matrix):
    return matrix.conj().T


def energy(p):
    return np.sqrt(c**2 * np.dot(p, p) + mc2**2)


def u(p):
    E = energy(p)
    small = c * dot(p, sigma) / (E + mc2) @ spin_y
    return np.sqrt(E + mc2) * np.vstack([spin_y, small])


def v(p):
    E = energy(p)
    small = c * dot(p, sigma) / (E + mc2) @ spin_y
    return np.sqrt(E + mc2) * np.vstack([small, spin_y])


def bar_sum(spinors):
    return spinors @ dag(spinors) @ g0


def covariant(p0, p):
    numerator = g0 * p0 - c * g0 @ dot(p, alpha) + mc2 * one4
    return numerator / (p0**2 - energy(p)**2)


# --- spin sums against diagonalization of the Dirac Hamiltonian
p_test = c * np.array([0.3, -0.5, 0.7])
E_test = energy(p_test)
gp = c * g0 @ dot(p_test, alpha)
levels, vectors = np.linalg.eigh(c * dot(p_test, alpha) + mc2 * g0)
assert np.allclose(levels, [-E_test, -E_test, E_test, E_test], rtol=1e-12)
from_positive = 2 * E_test * bar_sum(vectors[:, 2:])
from_negative = 2 * E_test * bar_sum(vectors[:, :2])
uu, vv = bar_sum(u(p_test)), bar_sum(v(-p_test))
tol = 1e-10 * mc2
assert np.allclose(from_positive, uu, rtol=0, atol=tol)
assert np.allclose(from_negative, vv, rtol=0, atol=tol)
assert np.allclose(from_positive, g0 * E_test - gp + mc2 * one4, rtol=0, atol=tol)
assert np.allclose(from_negative, g0 * E_test + gp - mc2 * one4, rtol=0, atol=tol)

# --- the split against the inverse of the Dirac operator
split_error, wrong_error = 0.0, np.inf
for p0 in mc2 * np.array([-2.1, -0.4, 0.0, 0.9, 1.7, 0.6 + 0.8j]):
    inverse = np.linalg.inv(g0 * p0 - gp - mc2 * one4)
    split = (uu / (p0 - E_test) + vv / (p0 + E_test)) / (2 * E_test)
    wrong = (uu / (p0 - E_test) + bar_sum(v(p_test)) / (p0 + E_test)) / (2 * E_test)
    size = np.abs(inverse).max()
    split_error = max(split_error, np.abs(split - inverse).max() / size)
    wrong_error = min(wrong_error, np.abs(wrong - inverse).max() / size)
assert split_error < 1e-11
assert wrong_error > 1e-2          # v(+p) in place of v(-p) must fail

# --- pole prescription: the two forms differ by a term that vanishes linearly
# with eta once integrated with a smooth function (energies in units of m c^2)
e = E_test / mc2
x = np.arange(-8, 10, 1e-4)
smooth = np.exp(-(x - 1)**2 / 2)
smeared = []
for eta in (1e-2, 1e-3):
    two_terms = (uu[0, 0] / mc2 / (x - e + 1j * eta)
                 + vv[0, 0] / mc2 / (x + e - 1j * eta)) / (2 * e)
    one_term = (x + 1) / (x**2 - (e - 1j * eta)**2)
    difference = two_terms - one_term
    formula = -1j * eta / e / (x**2 - (e - 1j * eta)**2)
    assert np.allclose(difference, formula, rtol=0, atol=1e-9)
    smeared.append(abs(np.sum(difference * smooth) * 1e-4))
assert abs(smeared[1] / smeared[0] - 0.1) < 0.005   # next order in eta is ~1%

# --- time domain: contour above +E and below -E, Gaussian frequency window.
# The window smears time over width s; at |t| = 12 s the step is not felt.
s, dx = 0.5, 0.005
x = np.arange(-20, 20, dx)
z = x + 0.5j * np.tanh(x)
dz = (1 + 0.5j / np.cosh(x)**2) * dx
for t in (6.0, -6.0):
    weight = 1j / (2 * np.pi) * np.exp(-1j * z * t - s**2 * z**2 / 2) * dz
    weight = weight / (z**2 - e**2)
    integral = np.sum(weight * z) * g0 + np.sum(weight) * (one4 - gp / mc2)
    window = np.exp(-s**2 * e**2 / 2)
    if t > 0:
        expected = uu / (2 * E_test) * np.exp(-1j * e * t) * window
    else:
        expected = -vv / (2 * E_test) * np.exp(1j * e * t) * window
    assert np.allclose(integral, expected, rtol=0, atol=1e-9)


# --- old-fashioned perturbation theory in an explicit Fock space
def ladder(j):
    """Annihilator j: 0-5 fermions with sign strings, 6-7 photons."""
    lower = np.array([[0, 1], [0, 0]])
    string = np.diag([1, -1]) if j < 6 else one2
    return reduce(np.kron, [string] * j + [lower] + [one2] * (7 - j))


OPS = [ladder(j).astype(complex) for j in range(8)]
for i in range(6):
    for j in range(6):
        anti = OPS[i] @ dag(OPS[j]) + dag(OPS[j]) @ OPS[i]
        assert np.allclose(anti, (i == j) * np.eye(256))


def fock_graphs(W1, W2, p_i, p, p_f, w_in, w_out):
    """Second-order amplitudes and intermediate energies, by positron number."""
    b_i, b_f, b1, b2, d1, d2, a_in, a_out = OPS
    Ei, E, Ef = energy(p_i), energy(p), energy(p_f)
    Ui, Uf = u(p_i)[:, 0] / np.sqrt(2 * Ei), u(p_f)[:, 0] / np.sqrt(2 * Ef)
    U, V = u(p) / np.sqrt(2 * E), v(-p) / np.sqrt(2 * E)
    field = [U[a, 0] * b1 + U[a, 1] * b2 + V[a, 0] * dag(d1) + V[a, 1] * dag(d2)
             for a in range(4)]
    right_vertex, left_vertex = W1 @ Ui, Uf.conj() @ W2
    absorb = sum(dag(field[a]) * right_vertex[a] for a in range(4)) @ b_i @ a_in
    emit = dag(b_f) @ sum(left_vertex[a] * field[a] for a in range(4)) @ dag(a_out)
    interaction = absorb + emit
    interaction = interaction + dag(interaction)
    numbers = [np.diag(dag(op) @ op).real for op in OPS]
    free = sum(en * n for en, n in zip([Ei, Ef, E, E, E, E, w_in, w_out], numbers))
    vacuum = np.eye(256)[0]
    initial = dag(b_i) @ dag(a_in) @ vacuum
    final = dag(b_f) @ dag(a_out) @ vacuum
    product = (final.conj() @ interaction) * (interaction @ initial)
    amplitudes, middle = [], []
    for count in (0, 1):
        chosen = (np.abs(product) > 0) & (np.round(numbers[4] + numbers[5]) == count)
        assert chosen.any() and np.ptp(free[chosen]) < 1e-8 * mc2
        amplitudes.append(np.sum(product[chosen] / (Ei + w_in - free[chosen])))
        middle.append(free[chosen][0])
    return amplitudes, middle


def kinematics(w, theta):
    w_out = w / (1 + w / mc2 * (1 - np.cos(theta)))
    k = w / c * np.array([0, 0, 1.0])
    k_out = w_out / c * np.array([np.sin(theta), 0, np.cos(theta)])
    assert abs(mc2 + w - energy(k - k_out) - w_out) < 1e-10 * mc2
    return w_out, k, k_out


w, theta = 1e5 / EV, np.pi / 2
w_out, k, k_out = kinematics(w, theta)
p_i, p_f = np.zeros(3), k - k_out
rng = np.random.default_rng(5)
W1, W2 = rng.normal(size=(2, 4, 4)) + 1j * rng.normal(size=(2, 4, 4))
Ui, Uf = u(p_i)[:, 0] / np.sqrt(2 * mc2), u(p_f)[:, 0] / np.sqrt(2 * energy(p_f))
E_mid = energy(k)
for factor in (1.0, 1.3):          # 1.3 breaks energy conservation on purpose
    (electron, pair), middle = fock_graphs(W1, W2, p_i, k, p_f, w, factor * w_out)
    p0_in, p0_out = mc2 + w, energy(p_f) + factor * w_out
    left, right = Uf.conj() @ W2, W1 @ Ui
    UU, VV = u(k) @ dag(u(k)), v(-k) @ dag(v(-k))
    electron_term = left @ UU @ right / (2 * E_mid * (p0_in - E_mid))
    pair_term = left @ VV @ right / (2 * E_mid * (p0_out + E_mid))
    assert abs(electron - electron_term) < 1e-9 * abs(electron)
    assert abs(pair - pair_term) < 1e-9 * abs(pair)
    whole = left @ covariant(p0_in, k) @ g0 @ right
    mismatch = abs(electron + pair - whole) / abs(whole)
    if factor == 1.0:
        assert mismatch < 1e-9
        middle_energies = middle
    else:
        assert mismatch > 1e-4
        off_shell_mismatch = mismatch


# --- Compton scattering from an electron at rest: four time-ordered graphs
def compton(w, theta, eps, eps_out):
    w_out, k, k_out = kinematics(w, theta)
    ui, uf = u(np.zeros(3)), u(k - k_out)
    A, B = dot(eps, alpha), dot(eps_out, alpha)
    graphs = []
    for first, second, p0, p in ((A, B, mc2 + w, k), (B, A, mc2 - w_out, -k_out)):
        E = energy(p)
        left, right = dag(uf) @ second, first @ ui
        graphs.append(left @ u(p) @ dag(u(p)) @ right / (2 * E * (p0 - E)))
        graphs.append(left @ v(-p) @ dag(v(-p)) @ right / (2 * E * (p0 + E)))
        whole = left @ covariant(p0, p) @ g0 @ right
        assert np.allclose(graphs[-2] + graphs[-1], whole, rtol=0, atol=1e-8)
    return graphs


y = np.array([0, 1.0, 0])
for photon_eV in (1e3, 1e4, 1e5, 1e6):
    for angle in (0.4, np.pi / 2, 2.5):
        in_plane = np.array([np.cos(angle), 0, -np.sin(angle)])
        ratio = kinematics(photon_eV / EV, angle)[0] / (photon_eV / EV)
        for eps, eps_out in ((y, y), (np.array([1.0, 0, 0]), in_plane), (y, in_plane)):
            M = sum(compton(photon_eV / EV, angle, eps, eps_out))
            klein_nishina = ratio + 1 / ratio - 2 + 4 * np.dot(eps, eps_out)**2
            assert abs(0.5 * np.sum(np.abs(M)**2) - klein_nishina) < 1e-7


def show(number):
    return f"{number.real:.6f} {number.imag:+.6f} i"


graphs = compton(w, theta, y, y)
assert max(abs(g[0, 1]) + abs(g[1, 0]) for g in graphs) < 1e-8   # no spin flip
total = sum(graphs)
E_cross = energy(k_out)
den_e, den_p = mc2 + w - middle_energies[0], mc2 + w - middle_energies[1]
print(f"electron rest energy: {mc2 * EV:.1f} eV")
print(f"incoming photon energy: {w * EV:.1f} eV")
print(f"scattering angle: {np.degrees(theta):.1f} degrees")
print(f"outgoing photon energy: {w_out * EV:.1f} eV")
print(f"final electron energy with rest energy: {energy(p_f) * EV:.1f} eV")
print(f"direct line, p0: {(mc2 + w) * EV:.1f} eV")
print(f"direct line, E: {E_mid * EV:.1f} eV")
print(f"direct electron graph, intermediate energy: {middle_energies[0] * EV:.1f} eV")
print(f"direct pair graph, intermediate energy: {middle_energies[1] * EV:.1f} eV")
print(f"direct electron graph, denominator: {den_e * EV:.1f} eV")
print(f"direct pair graph, denominator: {den_p * EV:.1f} eV")
print(f"direct electron graph, hbar c/|denominator|: {HBARC / abs(den_e * EV):.6f} angstrom")
print(f"direct pair graph, hbar c/|denominator|: {HBARC / abs(den_p * EV):.6f} angstrom")
print(f"crossed line, p0: {(mc2 - w_out) * EV:.1f} eV")
print(f"crossed line, E: {E_cross * EV:.1f} eV")
print(f"crossed electron graph, denominator: {(mc2 - w_out - E_cross) * EV:.1f} eV")
print(f"crossed pair graph, denominator: {-(mc2 - w_out + E_cross) * EV:.1f} eV")
print("amplitudes M, spin up to spin up along the plane normal (dimensionless):")
for name, g in zip(("direct electron", "direct pair", "crossed electron",
                    "crossed pair"), graphs):
    print(f"  {name} graph: {show(g[0, 0])}")
print(f"  direct Feynman graph: {show((graphs[0] + graphs[1])[0, 0])}")
print(f"  crossed Feynman graph: {show((graphs[2] + graphs[3])[0, 0])}")
print(f"  sum of all four: {show(total[0, 0])}")
print(f"half the spin-summed |M|^2, all graphs: {0.5 * np.sum(abs(total)**2):.6f}")
without_pairs = graphs[0] + graphs[2]
print(f"half the spin-summed |M|^2, no pair graphs: {0.5 * np.sum(abs(without_pairs)**2):.6f}")
print("soft-photon limit at the same angle and polarizations (dimensionless):")
for photon_eV in (1e5, 1e4, 1e3, 1e2):
    g = compton(photon_eV / EV, theta, y, y)
    electron_sum, pair_sum = (g[0] + g[2])[0, 0], (g[1] + g[3])[0, 0]
    softness = photon_eV / EV / mc2
    assert abs(electron_sum) < 2 * softness and abs(pair_sum - 2) < 2 * softness
    print(f"  photon {photon_eV:.0f} eV, electron graphs: {show(electron_sum)}")
    print(f"  photon {photon_eV:.0f} eV, pair graphs: {show(pair_sum)}")
print(f"largest relative error of the split: {split_error:.1e}")
print(f"smallest relative error with v(+p) instead of v(-p): {wrong_error:.3f}")
print(f"relative mismatch, outgoing photon energy 1.3 times too large: {off_shell_mismatch:.4f}")
print("every check passed")
```

Running it gives:

```
electron rest energy: 510999.0 eV
incoming photon energy: 100000.0 eV
scattering angle: 90.0 degrees
outgoing photon energy: 83633.4 eV
final electron energy with rest energy: 527365.6 eV
direct line, p0: 610999.0 eV
direct line, E: 520691.8 eV
direct electron graph, intermediate energy: 520691.8 eV
direct pair graph, intermediate energy: 1742689.7 eV
direct electron graph, denominator: 90307.2 eV
direct pair graph, denominator: -1131690.7 eV
direct electron graph, hbar c/|denominator|: 0.021851 angstrom
direct pair graph, hbar c/|denominator|: 0.001744 angstrom
crossed line, p0: 427365.6 eV
crossed line, E: 517797.7 eV
crossed electron graph, denominator: -90432.1 eV
crossed pair graph, denominator: -945163.3 eV
amplitudes M, spin up to spin up along the plane normal (dimensionless):
  direct electron graph: 0.000682 -0.088226 i
  direct pair graph: 0.910220 +0.007040 i
  crossed electron graph: -0.000689 -0.088597 i
  crossed pair graph: 1.089850 -0.008477 i
  direct Feynman graph: 0.910902 -0.081186 i
  crossed Feynman graph: 1.089161 -0.097073 i
  sum of all four: 2.000063 -0.178259 i
half the spin-summed |M|^2, all graphs: 4.032029
half the spin-summed |M|^2, no pair graphs: 0.031266
soft-photon limit at the same angle and polarizations (dimensionless):
  photon 100000 eV, electron graphs: -0.000007 -0.176823 i
  photon 100000 eV, pair graphs: 2.000070 -0.001437 i
  photon 10000 eV, electron graphs: -0.000000 -0.019378 i
  photon 10000 eV, pair graphs: 2.000000 -0.000002 i
  photon 1000 eV, electron graphs: -0.000000 -0.001955 i
  photon 1000 eV, pair graphs: 2.000000 -0.000000 i
  photon 100 eV, electron graphs: -0.000000 -0.000196 i
  photon 100 eV, pair graphs: 2.000000 -0.000000 i
largest relative error of the split: 4.0e-16
smallest relative error with v(+p) instead of v(-p): 0.067
relative mismatch, outgoing photon energy 1.3 times too large: 0.0011
every check passed
```
